# Carbon crossing between steel halves of equal carbon content

**Problem.** Two steel halves with the same carbon concentration $c_0$ are joined at the plane $x=0$. The left half contains more silicon, which raises the activity coefficient $\gamma$ of carbon:

$$
\ln\gamma_L-\ln\gamma_R=\Delta=0.4 .
$$

Carbon has the same constant diffusivity $D$ in both halves. What are the carbon concentrations on the two sides of the junction at early times? Take $c_0=0.40$ wt% for the numbers.

The logarithm is natural. "Early" means that carbon has not yet diffused as far as the outer ends. Silicon is taken as immobile, $\gamma$ as constant within each half, and both halves as single-phase austenite. Concentration means amount per volume; weight percent can stand for it if the two steels have equal density.

## A tempting solution

Fick's law gives the carbon flux as

$$
J=-D\,\frac{\partial c}{\partial x}.
$$

At the start $c=c_0$ everywhere, so $\partial c/\partial x=0$ and $J=0$. With no flux nothing changes, and both interface concentrations stay at $0.40$ wt%. On this view the activity coefficients have no bearing on the answer.

## Where it fails

The fault lies in using this form of Fick's law across the junction. Diffusion is driven by the gradient of the chemical potential

$$
\mu=\mu^\circ+RT\ln a,\qquad a=\gamma c ,
$$

where $\mu^\circ$ is the same constant in both steels. With a mobility $M$, the flux is

$$
J=-Mc\,\frac{\partial\mu}{\partial x}
=-MRT\,c\,\frac{\partial\ln a}{\partial x}.
$$

Write $D=MRT$ and split $\ln a=\ln c+\ln\gamma$. Since $c\,\partial\ln c/\partial x=\partial c/\partial x$,

$$
J=-D\left(\frac{\partial c}{\partial x}
+c\,\frac{\partial\ln\gamma}{\partial x}\right).
$$

Inside either half $\gamma$ is constant, the second term vanishes, and Fick's law in its familiar form is correct. At the junction $\ln\gamma$ falls by $0.4$ from left to right. There the second term gives a positive flux, from left to right, even though the concentration is uniform. The initial state is therefore not an equilibrium. At 1050 °C the chemical potential of carbon is higher on the left by $RT\Delta=4.40$ kJ/mol.

## The right solution

Two unknowns, $c_L$ and $c_R$, need two conditions. One comes from the activity at the junction, the other from conservation of carbon.

**First condition: equal activity.** Give the junction a small width $w$ and integrate $\partial\ln a/\partial x=-J/(Dc)$ across it:

$$
\ln a_R-\ln a_L=-\int_{\text{junction}}\frac{J}{Dc}\,dx .
$$

For a finite flux and a nonzero concentration, the right side is proportional to $w$ and vanishes as $w\to0$. Hence $a_L=a_R$, or

$$
\gamma_Lc_L=\gamma_Rc_R
\quad\Longrightarrow\quad
c_R=\frac{\gamma_L}{\gamma_R}\,c_L=e^{\Delta}c_L .
$$

The activity is continuous, so the concentration must jump.

**Second condition: a fixed sum.** Equal activity fixes the ratio of the concentrations but not their size. To find the size, add the concentrations at mirror-image points:

$$
s(x,t)=c(-x,t)+c(x,t),\qquad x>0 .
$$

Each term obeys the diffusion equation with the same $D$, and reversing the sign of $x$ does not alter a second derivative. Therefore

$$
\frac{\partial s}{\partial t}=D\,\frac{\partial^2 s}{\partial x^2},
\qquad s(x,0)=2c_0 .
$$

At the junction, the chain rule gives a minus sign for the left-hand term:

$$
\left.\frac{\partial s}{\partial x}\right|_{0}
=-\left.\frac{\partial c}{\partial x}\right|_{0^-}
+\left.\frac{\partial c}{\partial x}\right|_{0^+}
=\frac{J(0^-)}{D}-\frac{J(0^+)}{D}=0 .
$$

The last step holds because a junction of vanishing width stores no carbon: what leaves the left half enters the right half.

So $s$ starts uniform and has no flux at $x=0$. It must stay uniform. To see this, let $v=s-2c_0$, multiply its diffusion equation by $v$, and integrate by parts. The boundary terms vanish, at $x=0$ because the slope is zero and far away because $v$ is zero there:

$$
\frac{d}{dt}\int_0^\infty\frac{v^2}{2}\,dx
=-D\int_0^\infty\left(\frac{\partial v}{\partial x}\right)^2dx\le0 .
$$

The integral on the left starts at zero, cannot be negative and cannot grow. Hence $v=0$ at all times, and at the junction

$$
c_L+c_R=2c_0 .
$$

**Solving.** Substituting $c_R=e^\Delta c_L$ gives $c_L(1+e^\Delta)=2c_0$, so

$$
c_L=\frac{2c_0}{1+e^\Delta},\qquad
c_R=\frac{2c_0e^\Delta}{1+e^\Delta}=\frac{2c_0}{1+e^{-\Delta}} .
$$

The departure from $c_0$ is the same on both sides. On the right it is

$$
\delta=c_R-c_0
=c_0\,\frac{2e^\Delta-(1+e^\Delta)}{1+e^\Delta}
=c_0\,\frac{e^\Delta-1}{e^\Delta+1}
=c_0\tanh\frac{\Delta}{2},
$$

where the last form follows on dividing numerator and denominator by $e^{\Delta/2}$. With $e^{0.4}=1.4918$,

$$
c_L=\frac{2(0.40)}{2.4918}=0.321\ \text{wt\%},\qquad
c_R=0.80-0.321=0.479\ \text{wt\%}.
$$

These are $0.803\,c_0$ and $1.197\,c_0$. Had $0.4$ been a difference of decimal logarithms, the values would have been $0.228$ and $0.572$ wt%, so the base of the logarithm matters.

For small $\Delta$, $\tanh(\Delta/2)\approx\Delta/2$, and the departure on each side, as a fraction of $c_0$, is about half the logarithmic difference. Here that estimate gives $0.2$ instead of $0.1974$. For very large $\Delta$ the model gives $c_L\to0$ and $c_R\to2c_0$: with equal diffusivities and at early times, the interface concentration on the receiving side can at most double. A slower receiving half, or a shorter one at late times, lifts this bound, as the formulas below show.

## Profiles and the direction of flow

The interface values do not change with time, so each half is a diffusion problem with a fixed surface concentration. Its solution is

$$
c=c_0\mp\delta\,\operatorname{erfc}\!\left(\frac{|x|}{2\sqrt{Dt}}\right),
$$

with the upper sign on the left. To check it on the right, put $z=x/(2\sqrt{Dt})$. Then

$$
\frac{\partial}{\partial t}\operatorname{erfc}z
=-\frac{2}{\sqrt\pi}e^{-z^2}\left(-\frac{z}{2t}\right)
=\frac{z\,e^{-z^2}}{\sqrt\pi\,t},
$$

$$
\frac{\partial}{\partial x}\operatorname{erfc}z=-\frac{e^{-z^2}}{\sqrt{\pi Dt}},
\qquad
D\frac{\partial^2}{\partial x^2}\operatorname{erfc}z
=\frac{D}{\sqrt{\pi Dt}}\,\frac{2z\,e^{-z^2}}{2\sqrt{Dt}}
=\frac{z\,e^{-z^2}}{\sqrt\pi\,t}.
$$

The two sides of the diffusion equation agree. The left half follows by reflection.

From left to right, the concentration falls from $0.40$ to $0.321$ wt%, jumps up to $0.479$ wt%, and falls back to $0.40$ wt%. Within each half carbon moves down its concentration gradient. The uphill step is the crossing of the junction, from the lower concentration to the higher. The activity falls in both halves and is continuous between them, so carbon never moves up its activity gradient.

The flux through the junction follows from the slope at $x=0^+$:

$$
J(0,t)=-D\left(-\frac{\delta}{\sqrt{\pi Dt}}\right)=\delta\sqrt{\frac{D}{\pi t}} .
$$

Since $\int_0^t t'^{-1/2}dt'=2\sqrt t$, the amount that has crossed unit area is

$$
Q=2\delta\sqrt{\frac{Dt}{\pi}} .
$$

Take halves 10 mm long, annealed for 24 h at 1050 °C, with $D=0.108$ mm²/h ($3\times10^{-11}$ m²/s), a rough value for carbon in austenite. The diffusion length is $2\sqrt{Dt}=3.22$ mm, and

$$
Q=\frac{0.0790\times3.22}{\sqrt\pi}\approx0.143\ \text{wt\% mm}.
$$

The left half began with $0.40\times10=4.0$ wt% mm, so it has lost about 3.6% of its carbon.

The transport equation was also integrated numerically through a narrow, smooth change of $\ln\gamma$, without imposing either interface condition. The concentrations just outside the junction came out as $0.321$ and $0.479$ wt% at both 1 h and 24 h, as the numerical output shows.

## What "early" protects against

There is a lower limit on the time as well as an upper one. The flux grows as $t^{-1/2}$ towards $t=0$, so a junction of finite width cannot be at equal activity from the first instant. The drop in $\ln a$ across it is of order $Jw/(Dc)$, which is of order $(\delta/c)\,w/\sqrt{\pi Dt}$. The result thus needs $w\ll\sqrt{Dt}$, and, for halves of general length $\ell$, $\sqrt{Dt}\ll\ell$.

For two halves of equal length with sealed ends, the upper limit can be dropped. The sum $s$ then has zero slope at the outer end too, and the proof that $s=2c_0$ goes through unchanged. The interface values persist, and each half finally becomes uniform at its own interface value. With silicon held fixed, the numerical solution still gives $0.321$ and $0.479$ wt% after 5000 h.

Unequal lengths $\ell_L$ and $\ell_R$ break the mirror symmetry once the ends are felt. The final state is uniform in each half, with equal activities and the original total of carbon:

$$
c_L\ell_L+e^\Delta c_L\ell_R=c_0(\ell_L+\ell_R)
\quad\Longrightarrow\quad
c_L=c_0\,\frac{\ell_L+\ell_R}{\ell_L+e^\Delta\ell_R}.
$$

If the right half is only 3 mm long and the left still 10 mm,

$$
c_L=\frac{0.40\times13}{10+3(1.4918)}=0.359\ \text{wt\%},\qquad
c_R=0.536\ \text{wt\%}.
$$

The numerical solution for this pair gives $0.321$ and $0.479$ wt% at 5 h, and reaches the new values by 5000 h. The short half fills up, and both interface concentrations rise while their ratio stays at $e^\Delta$.

## If the diffusivities differ

The fixed sum rests on equal diffusivities. Suppose they are $D_L$ and $D_R$, and look again for constant interface values. The error-function profiles still apply, each with its own diffusivity, and equality of the two fluxes at the junction requires

$$
(c_0-c_L)\sqrt{\frac{D_L}{\pi t}}=(c_R-c_0)\sqrt{\frac{D_R}{\pi t}} .
$$

The time cancels, which confirms that constant values are possible. With $q=\sqrt{D_R/D_L}$ and $c_R=e^\Delta c_L$,

$$
c_0-c_L=q\,(e^\Delta c_L-c_0)
\quad\Longrightarrow\quad
c_L=c_0\,\frac{1+q}{1+q\,e^\Delta}.
$$

For $q=1$ this returns the earlier result. If the right half is much the faster, $q\to\infty$ and $c_R\to c_0$: carbon is carried away as soon as it arrives. If the left half is much the faster, $q\to0$ and $c_L\to c_0$.

As a trial, make carbon 30% slower in the silicon-rich half, so that $D_L/D_R=0.7$. The interface values become $0.316$ and $0.471$ wt%, confirmed by the numerical solution. Both are lower than before, because the slower left half supplies less carbon.

## How far real steel departs from the model

The example resembles a carbon steel joined to a steel with a few weight percent of silicon and held in the austenite range. The transport and interaction values are rough. The following changes were made one at a time, with the other settings held fixed.

For the trial values used here, the largest correction comes from carbon raising its own activity coefficient. Let $\ln\gamma$ contain an extra term $kc$, with $k$ roughly $0.35$ per wt%, and let $\Delta$ now denote the difference at equal carbon content. Equal activity then reads

$$
\ln\frac{c_R}{c_L}+k(c_R-c_L)=\Delta .
$$

Part of the difference $\Delta$ is now balanced by the second term, so a smaller concentration jump suffices. The numerical solution at 24 h, with the mobility held constant, gives $0.330$ and $0.469$ wt%. The larger shift, about $0.010$ wt%, is one eighth of $\delta$. The 30% difference in diffusivity shifts the values by up to $0.008$ wt%. That difference is only a trial: by the formula above, a left half 40% slower would shift them by up to $0.012$ wt%, more than the self-interaction does.

Two other effects are smaller. Suppose the right half is 2% denser, a rough figure, and let $\gamma$ and $\Delta$ refer to carbon contents in weight percent. The activity condition is then unchanged, but the flux on the right carries an extra factor $1.02$, which takes the place of $q$ in the formula above. The interface values shift by about $0.001$ wt%. Silicon, with a rough diffusivity of $2\times10^{-15}$ m²/s, spreads over about 26 micrometres in 24 h, against 3.22 mm for carbon. A junction held at that width throughout shifts the extrapolated interface values by less than $0.0001$ wt%; a width that grows as $\sqrt t$ gives a shift of the same order, slightly above $0.0001$ wt%.

At the trial values used, each of these effects alone moves the interface values by at most about $0.01$ wt% from $0.32$ and $0.48$ wt%. On the right the two largest both lower the value, and if they simply add, the total is about $0.02$ wt%; on the left they partly cancel. These estimates do not cover a mobility that varies with carbon content, loss of carbon through the outer surfaces, or the formation of ferrite or carbides. If a second phase forms, a single constant $\gamma$ no longer describes that half, and the calculation must be redone with the phase equilibrium included.

## Values computed for the example and the checks

```
Difference of ln(gamma), left minus right: 0.4
Activity-coefficient ratio exp(0.4): 1.4918
tanh(0.2): 0.1974
Interface / initial carbon: left 0.8026, right 1.1974
Initial carbon: 0.40 wt%
Temperature: 1050 C
Initial chemical-potential difference: 4.40 kJ/mol
Carbon diffusivity (rough): 3.0e-11 m^2/s = 0.108 mm^2/h
Length of each half: 10 mm; anneal: 24 h
Formula, interface carbon: left 0.3210, right 0.4790 wt%
Departure from initial carbon, delta: 0.0790 wt%
Simulation at 1 h: left 0.3211, right 0.4790 wt%
Simulation at 24 h: left 0.3211, right 0.4790 wt%
Simulation at 5000 h: left 0.3211, right 0.4790 wt%
Carbon diffusion length 2 sqrt(Dt): 3.22 mm
Largest profile error outside junction: 6.5e-06 wt%
Transferred carbon, formula: 0.1434 wt% mm
Transferred carbon, simulation: 0.1433 wt% mm
Share of left half's carbon moved: 3.59 %
Carbon change at outer ends after anneal: 1.9e-06 wt%
End-effect time scale (half length)^2/D: 926 h
Unequal halves: left 10 mm, right 3 mm
Unequal halves, simulation at 5 h: left 0.3211, right 0.4790 wt%
Unequal halves, simulation at 5000 h: left 0.3592, right 0.5359 wt%
Unequal halves, final formula: left 0.3592, right 0.5359 wt%
Carbon self-interaction (rough): 0.35 per wt%
With carbon self-interaction: left 0.3301, right 0.4690 wt%
Left/right diffusivity ratio tried: 0.7
With unequal diffusivities, formula: left 0.3155, right 0.4707 wt%
With unequal diffusivities, simulation: left 0.3155, right 0.4707 wt%
Silicon diffusivity (rough): 2.0e-15 m^2/s
Silicon spreading length: 26.3 micrometres
With spread silicon: left 0.3211, right 0.4790 wt%
Right/left density ratio (rough): 1.02
With density difference: left 0.3204, right 0.4780 wt%
Largest shifts: self-interaction 0.0099, diffusivity 0.0083 wt%
Largest shifts: silicon spread 0.00007, density 0.0009 wt%
If 0.4 were a decimal logarithm: left 0.2278, right 0.5722 wt%
```
